# Equibiaxial Moduli of (100) and (111) Copper Films at Equal Strain

## Problem

An electroplated copper film 1000 nm thick is bonded to a thick silicon wafer. Its upper surface is free. Some grains have a (100) plane parallel to the surface and others a (111) plane; their rotation about the surface normal is arbitrary. The wafer imposes the same tensile strain $e=5\times10^{-4}$ on all grains, in every in-plane direction.

Take the rough room-temperature elastic constants $C_{11}=168$, $C_{12}=121$ and $C_{44}=75$ GPa.

1. Derive the equibiaxial modulus $M$, defined by (in-plane stress) $=Me$, for each texture.
2. Find the two stresses and their ratio. For which cubic crystals is the (111) texture the more highly stressed?
3. Decide whether any other orientation can have a lower or higher mean in-plane stress.
4. Estimate how the ratio changes when grains constrain one another, when the texture is imperfect, and when the film yields.

For parts 1 to 3, use linear elasticity and treat each grain as a wide, uniformly strained plate, so that the edge regions near grain boundaries can be neglected.

## Solution

### 1. The two moduli

Tensor strains are used, so a shear component $\varepsilon_{xy}$ is half the engineering shear angle. Tensile stress is positive. In the cube axes, Hooke's law reads

$$
\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),
\qquad \sigma_{xy}=2C_{44}\varepsilon_{xy},
$$

and likewise for the other components. Define

$$
K_3=C_{11}+2C_{12},\qquad C'=\tfrac12(C_{11}-C_{12}).
$$

Three simple kinds of strain follow from this law:

- A uniform dilation $mI$ gives the stress $K_3mI$. Thus $K_3$ is three times the bulk modulus.
- A diagonal strain with zero trace has $\varepsilon_{yy}+\varepsilon_{zz}=-\varepsilon_{xx}$. Its stress is therefore $(C_{11}-C_{12})=2C'$ times the strain.
- A purely off-diagonal strain gives a stress $2C_{44}$ times the strain.

Let $n$ be the unit surface normal, and let $nn$ denote the matrix with elements $n_in_j$. Try a film strain without out-of-plane shear, with an unknown thickness strain $e_z$:

$$
E=e(I-nn)+e_z\,nn=eI+d\,nn,\qquad d=e_z-e.
$$

Separating the trace gives

$$
E=mI+d\left(nn-\tfrac13I\right),\qquad m=e+\tfrac13d .
$$

For $n=(1,0,0)$, the matrix $nn-I/3$ is diagonal, with elements $2/3,-1/3,-1/3$ and zero trace. For $n=(1,1,1)/\sqrt3$, every element of $nn$ is $1/3$; subtracting $I/3$ removes the diagonal and leaves a purely off-diagonal matrix. Both cases therefore have the same form of stress,

$$
\sigma=K_3mI+2\mu d\left(nn-\tfrac13I\right),
\qquad
\mu=\begin{cases}C' & (100)\\ C_{44} & (111).\end{cases}
$$

This stress has no shear component on the surface, as a free surface requires. The trial strain is thus a solution once the normal stress also vanishes. It is the unique uniform solution for a stable crystal ($K_3,C',C_{44}>0$), because the elastic energy is then a strictly convex function of the three out-of-plane strains.

The matrix $nn-I/3$ has the value $2/3$ along the normal and $-1/3$ along any in-plane direction. Hence

$$
\sigma_n=K_3m+\tfrac43\mu d=0,
\qquad
\sigma_p=K_3m-\tfrac23\mu d .
$$

The first equation gives $K_3m=-\tfrac43\mu d$, and the second then becomes $\sigma_p=-2\mu d$. To express $d$ through the imposed strain, use $e=m-d/3$:

$$
e=-\frac{4\mu d}{3K_3}-\frac d3
=-d\,\frac{K_3+4\mu}{3K_3}
\quad\Longrightarrow\quad
d=-\frac{3K_3e}{K_3+4\mu}.
$$

Inserting this in $\sigma_p=-2\mu d$ and in $e_z=e+d$ yields

$$
M(\mu)=\frac{6\mu K_3}{K_3+4\mu},
\qquad
\frac{e_z}{e}=\frac{4\mu-2K_3}{K_3+4\mu}.
$$

For (100), the denominator is $K_3+4C'=C_{11}+2C_{12}+2C_{11}-2C_{12}=3C_{11}$. Therefore

$$
M_{100}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}
=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
$$

For (111),

$$
M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .
$$

The derivation used only the direction of $n$, so rotating a grain about its normal changes neither modulus.

### 2. Stresses and their ratio

The given constants yield $K_3=168+2(121)=410$ GPa and $C'=(168-121)/2=23.5$ GPa. The moduli are

$$
M_{100}=\frac{6(23.5)(410)}{410+94}=114.7\ \text{GPa},
\qquad
M_{111}=\frac{6(75)(410)}{410+300}=259.9\ \text{GPa}.
$$

Multiplication by $e=5\times10^{-4}$ gives stresses of 57 MPa in the (100) grains and 130 MPa in the (111) grains. The strain cancels from their ratio:

$$
R=\frac{M_{111}}{M_{100}}
=A\,\frac{K_3+4C'}{K_3+4C_{44}}\approx2.27,
\qquad A=\frac{C_{44}}{C'}=3.19 .
$$

The reason for the difference is the type of distortion. Stretching a (100) film distorts the cube into a square prism, which is resisted by the small modulus $C'$. Stretching a (111) film changes the angles between the cube edges, which is resisted by $C_{44}$.

The general condition follows from

$$
\frac{dM}{d\mu}=\frac{6K_3^2}{(K_3+4\mu)^2}>0 .
$$

The (111) texture is more highly stressed if and only if $C_{44}>C'$, that is, $A>1$. The factor multiplying $A$ in $R$ is then below one, so $1<R<A$. For $A<1$ the order is reversed and $A<R<1$. For an isotropic crystal, $A=R=1$.

Two limits show the part played by compressibility. If $K_3$ is much larger than both shear moduli, $M\to6\mu$ and $R\to A$. If it is much smaller, $M\to3K_3/2$ for both textures and $R\to1$. Copper lies between these limits.

The formulas were tested against a direct solution of the three free-surface conditions with the full rotated stiffness tensor. For 60 random stable crystals, 30 with $A<1$ and 30 with $A>1$, the ratios agreed to within one part in $10^9$.

The thickness strains also differ: $e_z/e=-1.44$ for (100) and $-0.73$ for (111). In a 1000 nm film, wide grains of the two textures would develop a height difference of

$$
(1.440-0.732)(5\times10^{-4})(1000\ \text{nm})=0.35\ \text{nm},
$$

with the (111) grains standing higher under tension.

### 3. Other orientations

Write a general strain as $mI+D$, where $D$ has zero trace. The elastic energy per volume, $w=\frac12\sum_{ij}\sigma_{ij}\varepsilon_{ij}$, is

$$
w=\tfrac32K_3m^2+C'\sum_iD_{ii}^2+C_{44}\sum_{i\ne j}D_{ij}^2 .
$$

For $A>1$, replacing $C_{44}$ by $C'$ cannot raise this energy, and replacing $C'$ by $C_{44}$ cannot lower it. Either replacement produces an isotropic solid. The copper energy therefore lies between those of two isotropic solids with shear moduli $C'$ and $C_{44}$, for every strain.

Now hold the in-plane strain fixed and minimize each energy over the three out-of-plane strains. This minimization imposes the free-surface conditions and preserves the order of the energies. Since the out-of-plane stresses vanish at the minimum,

$$
w_{\min}=\tfrac12(\sigma_1+\sigma_2)e=\bar M e^2,
$$

where $\sigma_1,\sigma_2$ are the principal in-plane stresses and $\bar M$ is their mean divided by $e$. It follows that

$$
M_{100}=M(C')\le\bar M\le M(C_{44})=M_{111}.
$$

No orientation of copper has a mean in-plane stress outside the range set by these two textures.

The restriction to the mean matters. A (110) film at equal in-plane strains has principal stresses of $184.0e$ and $280.2e$ GPa. Their mean, $232.1e$ GPa, lies inside the range, although the larger stress exceeds that of the (111) film. Such a film has no single equibiaxial modulus.

### 4. When the ratio changes

**Grain constraint.** The value 2.27 requires grains much wider than the film thickness. Near a boundary, neighbouring grains cannot change thickness independently, and the jump in in-plane stress must be balanced by additional local stresses.

To estimate the effect of a shared thickness, take equal volumes of the two textures and force them to have the same $e_z$, while keeping the same in-plane strain $e$. They then share $m$ and $d$. Require the normal stress to vanish on average:

$$
K_3m+\tfrac43\mu_ad=0,\qquad
\mu_a=\tfrac12(C'+C_{44})=49.25\ \text{GPa}.
$$

The in-plane stress in texture $i$ is now

$$
\sigma_i=K_3m-\tfrac23\mu_id=-\tfrac23d(2\mu_a+\mu_i),
$$

so that

$$
\frac{\sigma_{111}}{\sigma_{100}}
=\frac{2\mu_a+C_{44}}{2\mu_a+C'}
=\frac{98.5+75}{98.5+23.5}=1.42 .
$$

This value shows the effect of a shared thickness alone. It is neither a bound nor the limit of strong constraint. It leaves normal stresses in the individual grains and does not enforce force balance across vertical boundaries. That balance makes the stress normal to a boundary continuous, lets the in-plane strains of the two textures differ, and drives the ratio further towards one. For alternating stripes of the two textures bonded to a rigid wafer, the full stress field gives a ratio of the grain-averaged mean in-plane stresses of about 2.2, 2.0, 1.6 to 1.7 and 1.25 to 1.3 for stripe widths of 30, 10, 3 and 1 film thicknesses; the ranges reflect the rotation of the grains about the normal. For columnar grains much narrower than the film is thick, the ratio is about 1.1. The value 2.27 is therefore approached only when the grains are some tens of film thicknesses wide.

**Texture and input data.** Tilting the grain normals by 5° from their ideal directions, and averaging the mean in-plane stress over all tilt azimuths, changes the moduli to 116.2 and 257.0 GPa. The ratio falls to 2.21. Changing each elastic constant by $\pm1$ GPa, in all sign combinations, gives ratios from 2.17 to 2.37. The second decimal of 2.27 therefore has little significance for a real film.

**Yielding.** Copper slips on {111} planes along ⟨110⟩ directions. For unit vectors $p$ normal to the slip plane and $s$ along the slip direction, $p\cdot s=0$. The stress $\sigma(I-nn)$ then produces a resolved shear of magnitude $\sigma|(p\cdot n)(s\cdot n)|$. Its largest values are

$$
(100):\ \frac{1}{\sqrt3}\frac1{\sqrt2}\sigma=0.408\sigma,
\qquad
(111):\ \frac13\frac{2}{\sqrt6}\sigma=0.272\sigma .
$$

The second value belongs, for example, to the plane $(1,1,-1)$ and the direction $[0,1,1]$.

Assume a resolved shear strength of 50 MPa, a rough value for a micrometre-thick film. The yield strains are then

$$
e_{100}=\frac{50}{0.408(114.7\times10^3)}=1.07\times10^{-3},
\qquad
e_{111}=\frac{50}{0.272(259.9\times10^3)}=7.1\times10^{-4}.
$$

Both exceed the example strain. The (111) grains yield first, despite their smaller geometric factor, because their elastic stress is higher. If both textures flow at the same resolved shear stress without hardening, the stress ratio becomes $0.408/0.272=1.5$. Equal strength is an assumption. If the strength is set by a dislocation threading through a film of thickness $h$, it scales roughly as $\sin\phi/h$, where $\phi$ is the angle between $p$ and $n$. Then $\sin\phi=\sqrt{2/3}=0.816$ for (100) and $\sqrt{8/9}=0.943$ for (111), and the ratio becomes $1.5\times0.943/0.816\approx1.73$.

**Comparison with a real film.** With a rough copper–silicon expansion mismatch of 14 ppm/K, the example strain corresponds to cooling by $5\times10^{-4}/(14\times10^{-6})\approx36$ K. By the estimate above, (111) grains would yield after about 50 K of cooling from a stress-free state. A larger temperature change, such as cooling from an anneal a few hundred kelvin above room temperature, therefore breaks the elastic assumption. In this simple flow model, which holds only for grains much wider than the film thickness, the ratio starts to fall from 2.27 after about 50 K of cooling and reaches 1.5 after about 76 K, when the (100) grains also yield. Two other effects are smaller. With rough temperature slopes of $-0.035$, $-0.015$ and $-0.026$ GPa/K for $C_{11}$, $C_{12}$ and $C_{44}$, a film 100 K warmer has a ratio of 2.29. For nonlinear elasticity, assume that the relative change of each modulus is roughly ten times the strain; this assumed coefficient is not derived here. The change is then about $10\times5\times10^{-4}=0.5\%$ at the example strain. Stress already present after plating must be added separately, since it need not correspond to equal elastic strain in the two textures.

The numerical output lists the inputs and the results of the uniform-strain models used here.

## Computed values

```
Input C11, C12, C44 (rough): 168, 121, 75 GPa
K3 = C11 + 2 C12: 410.0 GPa
C' = (C11 - C12)/2: 23.5 GPa
Anisotropy A = C44/C': 3.191 (dimensionless)
M100: 114.7 GPa
M111: 259.9 GPa
Stress ratio R = M111/M100: 2.266 (dimensionless)
Thickness strain / in-plane strain, (100): -1.440
Thickness strain / in-plane strain, (111): -0.732
(110) principal stress / strain: 184.0, 280.2 GPa
Random crystals tested, A < 1 and A > 1: 30, 30
Isotropic test ratio: 1.000000 (dimensionless)
Example in-plane strain: 0.0005 (dimensionless)
Rough thermal mismatch: 14 ppm/K
Equivalent cooling: 35.7 K
Stress in (100) film: 57.4 MPa
Stress in (111) film: 129.9 MPa
Film thickness: 1000 nm
Free height difference between textures: 0.354 nm
M100 range for +/-1 GPa inputs: 110.7 to 118.6 GPa
M111 range for +/-1 GPa inputs: 257.1 to 262.7 GPa
R range for +/-1 GPa inputs: 2.172 to 2.367
Texture tilt: 5.0 degrees
Tilted M100, M111: 116.2, 257.0 GPa
Tilted ratio: 2.212 (dimensionless)
Azimuth mesh shift, 24 to 48 points: 0.0e+00 GPa
Rough slopes of C11, C12, C44: -0.035, -0.015, -0.026 GPa/K
Film warmer by: 100 K
Warm M100, M111: 110.4, 252.9 GPa
Warm ratio: 2.291 (dimensionless)
Rough nonlinear coefficient: 10 per unit strain
Rough nonlinear modulus change: 0.5 percent
Shared thickness strain / in-plane strain: -1.026
Ratio with shared thickness strain: 1.422 (dimensionless)
Schmid factors, (100) and (111): 0.408, 0.272
Rough resolved shear strength: 50 MPa
Yield strain, (100): 1.07e-03 (dimensionless)
Yield strain, (111): 7.07e-04 (dimensionless)
Stress ratio when both textures flow: 1.500 (dimensionless)
```
